# Spectral Accumulation and Discrete Hilbert Transform for the Independent-Particle Response: a numerical check

```python
"""Spectral (Hilbert-transform) evaluation of the response chi0(q, omega).

Result under test: put each transition (energy x_t > 0, weight matrix W_t) on
its two neighbouring grid points with linear (triangular) weights, giving A_j.
Then  chi_h(z) = sum_j K(z, x_j) A_j,  K(z, x) = 1/(z-x) - 1/(z+x),
z = omega + i eta, approaches the direct sum  sum_t K(z, x_t) W_t  with an
error of second order in the grid spacing h, governed by h/eta.
Model: 3D electron gas in 2 U1 cos(b x) + 2 U2 sin(2 b x), q along x.
Hartree atomic units are used throughout; eV only for the main peak.
"""
import time
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.sparse import csr_matrix

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
period, U1, U2, fermi = 6.0, 0.05, 0.03, 0.4
q, eta, n_k, g_max = 0.25, 0.02, 800, 6
b = 2 * np.pi / period
g_int = np.arange(-g_max, g_max + 1)
g_resp = np.arange(-2, 3)                 # response vectors, in units of b
n_g = len(g_resp)
i0 = n_g // 2                            # index of G = 0
coulomb = 4 * np.pi / (q + b * g_resp) ** 2
omega = np.linspace(0.0, 1.2, 241)


def bands(k, u1, u2):
    n = len(g_int)
    pot = u1 * (np.eye(n, k=1) + np.eye(n, k=-1)) + 0j
    pot += -1j * u2 * np.eye(n, k=-2) + 1j * u2 * np.eye(n, k=2)
    kin = 0.5 * (k[:, None] + b * g_int) ** 2
    return np.linalg.eigh(pot[None] + kin[:, :, None] * np.eye(n))


def all_pairs(u1, u2):
    """Ordered pairs: energy difference, occupation factor, pair density."""
    # this mesh is mapped onto itself by k -> -k-q
    k = -q / 2 - b / 2 + b * (np.arange(n_k) + 0.5) / n_k
    e_l, c_l = bands(k, u1, u2)
    e_r, c_r = bands(k + q, u1, u2)
    # occupation integrated over transverse momentum, per spin and area
    f_l = np.maximum(fermi - e_l, 0) / (2 * np.pi)
    f_r = np.maximum(fermi - e_r, 0) / (2 * np.pi)
    n = len(g_int)
    rho = np.empty((n_k, n, n, n_g), complex)
    for i, g in enumerate(g_resp):
        left = c_l[:, max(0, -g):n - max(0, g), :]
        right = c_r[:, max(0, g):n - max(0, -g), :]
        rho[..., i] = np.matmul(left.conj().transpose(0, 2, 1), right)
    de = e_r[:, None, :] - e_l[:, :, None]
    occ = 2 * (f_l[:, :, None] - f_r[:, None, :]) / (n_k * period)
    density = 2 * f_l.sum() / (n_k * period)
    return de.ravel(), occ.ravel(), rho.reshape(-1, n_g), density


def positive_transitions(de, occ, rho):
    keep = (occ > 0) & (de > 0)
    r = rho[keep]
    w = occ[keep, None, None] * r[:, :, None] * r[:, None, :].conj()
    return de[keep], w.reshape(-1, n_g * n_g)


def kernel(z, x):
    return 2 * x[None, :] / (z[:, None] ** 2 - x[None, :] ** 2)


def direct_chi(z, x, w):
    return (kernel(z, x) @ w).reshape(-1, n_g, n_g)


def make_grid(h, top, offset=0.0):
    """Uniform spacing h up to 2 hartree, then spacings growing by 2 %."""
    pts = list(-offset + h * np.arange(int(round(2.0 / h)) + 2))
    step = h
    while pts[-1] <= top:
        step *= 1.02
        pts.append(pts[-1] + step)
    return np.array(pts)


def accumulate(grid, x, w, nearest=False):
    j = np.searchsorted(grid, x, side="right") - 1
    frac = (x - grid[j]) / (grid[j + 1] - grid[j])
    if nearest:
        frac = np.round(frac)
    t = np.arange(len(x))
    dep = csr_matrix((np.r_[1 - frac, frac], (np.r_[j, j + 1], np.r_[t, t])),
                     shape=(len(grid), len(x)))
    return dep @ w, dep.nnz


def spectral_chi(z, grid, a):
    return (kernel(z, grid) @ a).reshape(-1, n_g, n_g)


def loss(chi):
    eps = np.eye(n_g)[None] - coulomb[None, :, None] * chi
    return -np.linalg.inv(eps)[:, i0, i0].imag


def peak(y):
    i = int(np.argmax(y))
    assert 0 < i < len(y) - 1
    l, c, r = y[i - 1:i + 2]
    s = 0.5 * (l - r) / (l - 2 * c + r)
    return omega[i] + s * (omega[1] - omega[0]), c - 0.25 * (l - r) * s


# --- model check: vanishing potential must give the static Lindhard function
de, occ, rho, _ = all_pairs(0.0, 0.0)
x_free, w_free = positive_transitions(de, occ, rho)
c00 = i0 * n_g + i0
static = -(2 * w_free[:, c00].real / x_free).sum()
k_f = np.sqrt(2 * fermi)
u = q / (2 * k_f)
lindhard = -k_f / np.pi**2 * (0.5 + (1 - u * u) / (4 * u)
                              * np.log((1 + u) / (1 - u)))
assert abs(static / lindhard - 1) < 1e-3

# --- the crystal; time-reversal reduction against all ordered pairs
de, occ, rho, density = all_pairs(U1, U2)
x, w = positive_transitions(de, occ, rho)
z_test = np.array([0.1, 0.55, 0.9]) + 1j * eta
reduced = direct_chi(z_test, x, w)
for z, chi_red in zip(z_test, reduced):
    full = (rho * (occ / (z - de))[:, None]).T @ rho.conj()
    assert np.abs(full - chi_red).max() < 1e-9 * np.abs(full).max()
del de, occ, rho

z_out = omega + 1j * eta
chi = direct_chi(z_out, x, w)
loss_ref = loss(chi)
chi00 = chi[:, i0, i0]
pos_ref, height_ref = peak(loss_ref)
top = x.max()

# --- convergence with grid spacing
rows, norms = [], []
weight = w[:, c00].real.sum()
for h in (0.04, 0.02, 0.01, 0.005):
    grid = make_grid(h, top)
    a, _ = accumulate(grid, x, w)
    chi_h = spectral_chi(z_out, grid, a)
    err = np.abs(chi_h[:, i0, i0] - chi00).max()
    bound = 2 * weight * h**2 / 4 / (eta * (eta**2 + h**2 / 4))
    assert err <= bound
    l_h = loss(chi_h)
    a_near, _ = accumulate(grid, x, w, nearest=True)
    near = np.abs(spectral_chi(z_out, grid, a_near)[:, i0, i0] - chi00).max()
    norms.append(np.linalg.norm(chi_h - chi))
    rows.append((h, len(grid), err / np.abs(chi00).max(),
                 near / np.abs(chi00).max(),
                 np.abs(l_h - loss_ref).max() / loss_ref.max(), *peak(l_h)))
ratio = norms[-2] / norms[-1]
assert 3.0 < ratio < 5.5

# --- properties of the accumulated matrices on the finest grid
mats = a.reshape(-1, n_g, n_g)
assert np.linalg.eigvalsh(mats).min() > -1e-12 * np.abs(mats).max()
imag_share = np.abs(mats.imag).max() / np.abs(mats).max()
assert imag_share > 1e-6
for i, g in enumerate(g_resp):
    moment = 2 * (grid @ mats[:, i, i].real)
    assert abs(moment / (density * (q + b * g) ** 2) - 1) < 1e-4
moment0 = 2 * (grid @ mats[:, i0, i0].real)
moment_near = 2 * (grid @ a_near[:, c00].real)

# --- exact interpolation error and its worst case for one transition
zs, xs, as_, bs = sp.symbols("z x a b")
interp = ((bs - xs) / (zs - as_) + (xs - as_) / (zs - bs)) / (bs - as_)
claimed = (xs - as_) * (bs - xs) / ((zs - xs) * (zs - as_) * (zs - bs))
assert sp.simplify(interp - 1 / (zs - xs) - claimed) == 0
single = []
for r in (1.0, 0.5, 0.25):               # r = h / eta, with eta = 1
    pos = np.linspace(0, r, 201)[None, :]
    zz = (np.linspace(-2, 3, 2001) * r + 1j)[:, None]
    exact = 1 / (zz - pos)
    tri = (1 - pos / r) / zz + pos / r / (zz - r)
    box = np.where(pos <= r / 2, 1 / zz, 1 / (zz - r))
    e_tri, e_box = np.abs(tri - exact).max(), np.abs(box - exact).max()
    assert abs(e_tri / ((r * r / 4) / (1 + r * r / 4)) - 1) < 1e-3
    assert abs(e_box / ((r / 2) / (1 + r * r / 16)) - 1) < 1e-2
    single.append((r, e_tri, e_box))

# --- mean error over grid origins equals (h^2/12) d^2 chi / d omega^2
h = 0.005
d = 1e-3
second = (direct_chi(z_out + d, x, w)[:, i0, i0] - 2 * chi00
          + direct_chi(z_out - d, x, w)[:, i0, i0]) / d**2
mean = np.zeros(len(omega), complex)
for s in (np.arange(16) + 0.5) / 16 * h:
    g_s = make_grid(h, top, s)
    a_s, _ = accumulate(g_s, x, w)
    mean += spectral_chi(z_out, g_s, a_s)[:, i0, i0] / 16
shift = mean - chi00
residual = np.abs(shift - h**2 / 12 * second).max() / np.abs(shift).max()
assert residual < 0.1

# --- ripple of a flat spectrum: explicit sum over a long comb
comb = np.arange(-200000, 200001)
ripple = []
for r in (1.0, 0.5, 0.25):               # r = eta / h, with h = 1
    on = -(1 / (1j * r - comb)).sum().imag / np.pi
    mid = -(1 / (0.5 + 1j * r - comb)).sum().imag / np.pi
    assert abs(on - 1 / np.tanh(np.pi * r)) < 1e-4
    assert abs(mid - np.tanh(np.pi * r)) < 1e-4
    ripple.append((r, mid, on))

# --- doubling eta convolves the loss function with a Lorentzian
wide = np.arange(-1600, 1601) * 0.005
l_wide = loss(spectral_chi(wide + 1j * eta, grid, a))
lorentz = eta / np.pi / ((omega[:, None] - wide[None, :]) ** 2 + eta**2)
l_conv = 0.005 * lorentz @ l_wide
l_double = loss(spectral_chi(omega + 2j * eta, grid, a))
conv_err = np.abs(l_conv - l_double).max() / l_double.max()
assert conv_err < 1e-4
pos2, height2 = peak(loss(direct_chi(omega + 2j * eta, x, w)))


# --- cost: stored kernel sizes and measured times
def best_time(job):
    times = []
    for _ in range(3):
        start = time.perf_counter()
        job()
        times.append(time.perf_counter() - start)
    return min(times)


t_direct = best_time(lambda: direct_chi(z_out, x, w))
t_spec = best_time(
    lambda: spectral_chi(z_out, grid, accumulate(grid, x, w)[0]))
assert t_direct > 2 * t_spec
n_dep = accumulate(grid, x, w)[1]
n_hil = kernel(z_out, grid).size
n_dir = len(z_out) * len(x)

print(f"period {period:.1f} bohr, q {q:.2f} 1/bohr, k points {n_k}")
print(f"U1 {U1:.2f}, U2 {U2:.2f}, Fermi energy {fermi:.2f} hartree")
print(f"eta {eta:.3f} hartree; plane waves {len(g_int)}; matrix {n_g}x{n_g}")
print(f"output frequencies {len(omega)}, from 0 to {omega[-1]:.1f} hartree")
print(f"electron density {density:.6f} bohr^-3")
print(f"plasma frequency sqrt(4 pi n) {np.sqrt(4*np.pi*density):.4f} hartree")
print(f"transitions {len(x)}, highest energy {top:.2f} hartree")
print(f"free gas static chi0: sum {static:.6f}, Lindhard {lindhard:.6f} a.u.")
print(f"direct loss peak {pos_ref:.5f} hartree = "
      f"{pos_ref*HARTREE_EV:.3f} eV, height {height_ref:.4f}")
print(f"same with doubled eta {pos2:.5f} hartree, height {height2:.4f}")
print("errors below: largest over frequency, relative to largest value")
for h_, nx, e1, e2, e3, p, ht in rows:
    print(f"h {h_:.3f} hartree, h/eta {h_/eta:.2f}, grid points {nx}")
    print(f"  chi0 error: triangular {e1:.3e}, nearest point {e2:.3e}")
    print(f"  loss error {e3:.3e}, peak {p:.5f} hartree, height {ht:.4f}")
print(f"error ratio (matrix norm), h 0.010 to 0.005: {ratio:.3f}")
print(f"imaginary share of spectral matrix {imag_share:.4f}")
print(f"f-sum n q^2 {density*q*q:.8f} a.u.")
print(f"  from grid: triangular {moment0:.8f}, nearest {moment_near:.8f}")
for r, e1, e2 in single:
    print(f"one transition, h/eta {r:.2f}: worst error / peak: "
          f"triangular {e1:.5f}, nearest {e2:.5f}")
print(f"origin-averaged error at h 0.005: part not given by "
      f"h^2/12 law {residual:.4f}")
for r, lo, hi in ripple:
    print(f"flat spectrum, eta/h {r:.2f}: factor {lo:.4f} to {hi:.4f}")
print(f"Lorentzian convolution mismatch / peak {conv_err:.2e}")
print(f"updates per matrix element: direct {n_dir}")
print(f"  accumulation {n_dep}, transform {n_hil}, "
      f"gain {n_dir/(n_dep+n_hil):.1f}")
print(f"time: direct {t_direct*1e3:.1f} ms, spectral {t_spec*1e3:.1f} ms, "
      f"gain {t_direct/t_spec:.1f}")
print("finished without a failed check")
```

Printed output:

```
period 6.0 bohr, q 0.25 1/bohr, k points 800
U1 0.05, U2 0.03, Fermi energy 0.40 hartree
eta 0.020 hartree; plane waves 13; matrix 5x5
output frequencies 241, from 0 to 1.2 hartree
electron density 0.024599 bohr^-3
plasma frequency sqrt(4 pi n) 0.5560 hartree
transitions 16570, highest energy 23.96 hartree
free gas static chi0: sum -0.090032, Lindhard -0.090032 a.u.
direct loss peak 0.58443 hartree = 15.903 eV, height 6.7430
same with doubled eta 0.58634 hartree, height 4.4172
errors below: largest over frequency, relative to largest value
h 0.040 hartree, h/eta 2.00, grid points 177
  chi0 error: triangular 2.011e-01, nearest point 1.745e-01
  loss error 7.034e-02, peak 0.58547 hartree, height 7.0716
h 0.020 hartree, h/eta 1.00, grid points 260
  chi0 error: triangular 2.897e-02, nearest point 2.881e-02
  loss error 1.552e-02, peak 0.58471 hartree, height 6.7629
h 0.010 hartree, h/eta 0.50, grid points 394
  chi0 error: triangular 1.194e-02, nearest point 1.411e-02
  loss error 3.542e-03, peak 0.58447 hartree, height 6.7485
h 0.005 hartree, h/eta 0.25, grid points 628
  chi0 error: triangular 2.486e-03, nearest point 2.429e-03
  loss error 8.524e-04, peak 0.58444 hartree, height 6.7441
error ratio (matrix norm), h 0.010 to 0.005: 3.990
imaginary share of spectral matrix 0.6211
f-sum n q^2 0.00153744 a.u.
  from grid: triangular 0.00153744, nearest 0.00153775
one transition, h/eta 1.00: worst error / peak: triangular 0.20000, nearest 0.47059
one transition, h/eta 0.50: worst error / peak: triangular 0.05882, nearest 0.24615
one transition, h/eta 0.25: worst error / peak: triangular 0.01538, nearest 0.12451
origin-averaged error at h 0.005: part not given by h^2/12 law 0.0132
flat spectrum, eta/h 1.00: factor 0.9963 to 1.0037
flat spectrum, eta/h 0.50: factor 0.9172 to 1.0903
flat spectrum, eta/h 0.25: factor 0.6558 to 1.5249
Lorentzian convolution mismatch / peak 5.43e-10
updates per matrix element: direct 3993370
  accumulation 33140, transform 151348, gain 21.6
time: direct 80.4 ms, spectral 8.6 ms, gain 9.4
finished without a failed check
```
